# How a d-band threshold can bend slow-proton stopping upward

**Q:** I measure the energy loss of slow protons in gold. At the lowest speeds the stopping power is proportional to speed, and then the curve steepens. I am told that d electrons "enter the excitation window". What is this window?

**A:** It is the range of energies that the moving proton can hand to one electron. I use Hartree atomic units, count electron energies from the Fermi level, and let the proton move on a straight line at constant velocity $\mathbf v$. Its screened potential is a sum of plane waves,

$$V(\mathbf r-\mathbf R)=\int\!\frac{d^3q}{(2\pi)^3}\,V_q\,e^{i\mathbf q\cdot(\mathbf r-\mathbf R)},\qquad \mathbf R=\mathbf b+\mathbf v t .$$

An electron at a fixed place feels each component oscillate as $e^{-i\omega t}$ with $\omega=\mathbf q\cdot\mathbf v$. To first order in the potential, that component raises an electron's energy by $\omega$. If momentum transfers above some $q_c$ are ineffective, the largest energy transfer is $q_cv$. The window therefore opens in proportion to speed.

**Q:** A passing proton is a short pulse, not a steady oscillation. Does the limit survive?

**A:** Yes, to first order. A pulse $f(t)=u(vt)$ has the spectrum

$$\int u(vt)\,e^{i\omega t}dt=\frac1v\,\tilde u(\omega/v),$$

which vanishes for $\omega>q_cv$ if $\tilde u$ vanishes beyond $q_c$.

I tested this by exact time evolution of one filled level, at depth 1 below an empty continuum of width 4, driven by a pulse with $q_c=1$. The threshold speed is then 1. The squared coupling per continuum level spacing was $10^{-4}$. At twice the threshold speed the excitation probability was $1.563\times10^{-5}$, against $1.567\times10^{-5}$ from first order. At 0.8 of the threshold speed it was $4\times10^{-14}$. This residue grows about a thousandfold when the squared coupling is made ten times larger, the mark of a higher-order process, and its size depends on the width of the continuum.

The test concerns weak coupling. A strong field can transfer several quanta in succession, and the limit then softens. A proton in a metal is not a weak perturbation, so the coupling below is an effective one.

**Q:** How do you get from the window to a stopping power?

**A:** By adding up the absorbed energy. Averaging over the impact position $\mathbf b$ removes the interference between different $\mathbf q$, so their golden-rule rates add. I also replace the squared matrix elements, together with $|V_q|^2$ and the normalization factors, by an average $A(q)$ over states. This gives up crystal-momentum selection rules. It suits localized d states better than extended s states.

The stopping power is the absorbed power divided by $v$:

$$S=\frac{2\pi}{v}\int_{\omega>0}\frac{d^3q}{(2\pi)^3}\,A(q)\,\omega\,J(\omega),\qquad \omega=\mathbf q\cdot\mathbf v .$$

Here $J(\omega)$ counts pairs of states separated by $\omega$, the lower one filled and the upper one empty. This is where the Pauli principle enters. At zero temperature there are no reverse transitions to subtract, because no filled state lies above an empty one.

**Q:** Take the s band alone. A faster proton reaches deeper s electrons. Shouldn't that already bend the curve upward?

**A:** Not in this model, where the cutoff $q_c$ is fixed. Let the s band have a constant density of states $g_s$ on both sides of the Fermi level. An electron at depth $E$ can be lifted into an empty state if $E<\omega$, so

$$J_s=g_s^2\int_0^\omega dE=g_s^2\,\omega .$$

Write $\omega=qv\mu$, where $\mu$ is the cosine of the angle between $\mathbf q$ and $\mathbf v$. The azimuthal integral gives $2\pi$, and the prefactors combine to $2\pi\cdot2\pi/(2\pi)^3=1/(2\pi)$:

$$S_s=\frac{g_s^2}{2\pi v}\int_0^{q_c}\!dq\,q^2A(q)\,q^2v^2\int_0^1\!\mu^2d\mu
=\frac{g_s^2M_2}{2\pi}\,v,\qquad M_2=\frac13\int_0^{q_c}\!q^4A\,dq .$$

One power of $v$ comes from the energy per excitation and one from the number of electrons in reach. The division by $v$ removes one of them. The steady arrival of deeper electrons is thus already part of ordinary linear friction, $S_s=Q_sv$. For a coupling $A$ that is the same for all $q<q_c$, $M_2=Aq_c^5/15$ and $Q_s=Ag_s^2q_c^5/(30\pi)$.

**Q:** Then what is different about d electrons?

**A:** Their density of states begins at a finite depth. Let a filled d band of constant density $g_d$ start at depth $\Delta$, and for now let it have no bottom. The electrons still end in empty s states. The depths in reach run from $\Delta$ to $\omega$, so

$$J_d=g_sg_d\,(\omega-\Delta)\quad\text{for }\omega>\Delta,\qquad J_d=0\ \text{otherwise.}$$

Let $A$ now denote the d coupling. Replace $\mu$ by $x=q\mu=\omega/v$, so that $d\mu=dx/q$, and define $u=\Delta/v$. Then $\omega(\omega-\Delta)=v^2x(x-u)$. Exchanging the order of integration gives

$$S_d=\frac{g_sg_d}{2\pi}\,v\int_u^{q_c}\!x(x-u)K(x)\,dx,\qquad K(x)=\int_x^{q_c}\!qA(q)\,dq .$$

For $\Delta=0$ the integral is $\int_0^{q_c}x^2K\,dx$. Doing the $x$ integral first turns it into $\int qA\,(q^3/3)\,dq=M_2$. An edge-free d band would therefore give linear friction with $Q_d=g_sg_dM_2/(2\pi)$, and in general

$$S_d=\frac{Q_d\,v}{M_2}\int_u^{q_c}x(x-u)K(x)\,dx .$$

**Q:** Can I have a formula to plot?

**A:** Take equal coupling up to $q_c$, so that $K=A(q_c^2-x^2)/2$. Set $x=q_ct$ and $u=q_cy$, where

$$y=\frac{v_{th}}{v},\qquad v_{th}=\frac{\Delta}{q_c}.$$

The factor in front becomes $(A/2)q_c^5/(Aq_c^5/15)=15/2$. The remaining integral is

$$\int_y^1(t^2-yt-t^4+yt^3)\,dt
=\Big[\frac{t^3}{3}-\frac{yt^2}{2}-\frac{t^5}{5}+\frac{yt^4}{4}\Big]_y^1
=\frac{2}{15}-\frac y4+\frac{y^3}{6}-\frac{y^5}{20}.$$

Multiplying by $15/2$ gives

$$S=Q_sv+Q_dv\,G(y),\qquad G(y)=1-\frac{15}{8}y+\frac54y^3-\frac38y^5\quad(y<1),$$

and $G=0$ for $y\ge1$. Its derivative is $G'=-\frac{15}{8}(1-y^2)^2$. Near threshold $1-y^2\approx2(1-y)$, so $G\approx\frac52(1-y)^3$. The d contribution starts as a cube and shows no visible corner.

The slope responds sooner than the value. Since $dy/dv=-y/v$,

$$\frac{dS}{dv}=Q_s+Q_d(G-yG')=Q_s+Q_d\Big(1-\frac52y^3+\frac32y^5\Big).$$

It rises from $Q_s$ at threshold towards $Q_s+Q_d$ far above it.

**Q:** Does the upward bend depend on your choice of equal coupling?

**A:** Its sign does not. Call the integral $I(u)=\int_u^{q_c}x(x-u)K\,dx$. The integrand vanishes at the lower limit, so

$$I'=-\int_u^{q_c}xK\,dx,\qquad I''=uK(u).$$

With $S_d=(Q_d/M_2)\,vI(u)$ and $du/dv=-u/v$, the first derivative of $vI$ is $I-uI'$. The second is $(-u/v)(-uI'')=u^2I''/v$. Hence

$$\frac{d^2S_d}{dv^2}=\frac{Q_d}{M_2}\,\frac{\Delta^3}{v^4}\,K\!\left(\frac{\Delta}{v}\right)\ge0 .$$

$K$ cannot be negative, because $A$ is a squared coupling. Within this model a d edge bends the curve upward for any $A(q)$.

The result also tells us what the bend requires. With flat final states, any profile of initial states can be built from steps at various depths. A step up adds positive curvature and a step down adds negative curvature. Under that condition the bend requires a density of filled states that rises with depth, here abruptly at the d edge. A step up in the density of empty final states would bend the curve in the same way. New electrons entering the window are not sufficient, as the flat s band shows.

**Q:** I usually fit one straight line below the bend and one above. Does their crossing give the threshold?

**A:** It overestimates it. Far above threshold $u$ is small, and to first order in $u$

$$I\approx\int_0^{q_c}x^2K\,dx-u\int_0^{q_c}xK\,dx=M_2-\frac u2\int_0^{q_c}q^3A\,dq .$$

The high-speed line is therefore $S_d\approx Q_d(v-v^*)$ with

$$v^*=\frac{3\Delta}{2}\,\frac{\int q^3A\,dq}{\int q^4A\,dq}.$$

The total meets the extended s line where this d line vanishes, at $v=v^*$. For equal coupling the ratio of integrals is $(q_c^4/4)/(q_c^5/5)=5/(4q_c)$, so $v^*=\frac{15}{8}v_{th}$.

The strongest curvature lies elsewhere. For equal coupling the second derivative is $\frac{15}{2}(Q_d/v_{th})\,y^4(1-y^2)$. Setting its derivative in $y$ to zero gives $4y^3=6y^5$, so $y^2=2/3$ and $v=\sqrt{3/2}\,v_{th}$.

**Q:** Please put in numbers for something like gold.

**A:** I take rough gold-like values: an fcc lattice constant of 0.408 nm, one s electron per atom, a d-band top 2 eV below the Fermi level and a d-band width of 5.5 eV. The free-electron Fermi wave number is then $k_F=0.637$. For the cutoff I use $q_c=2k_F=1.274$, the largest momentum transfer across a free-electron Fermi sphere. With $\Delta=0.0735$ hartree,

$$v_{th}=0.0735/1.274=0.0577,$$

which is a proton energy of 83 eV. The curvature peaks at $v=0.071$, half of the slope change is reached at 0.090, and the two-line crossing lies at 0.108, or 292 eV.

The friction coefficients are round choices, $Q_s=Q_d=0.2$, each equal to 102.8 eV/nm per atomic unit of speed. The near doubling of the slope is thus put in by hand. What the model supplies is the place and shape of the change. The choice implies a coupling per pair of states for d electrons of 0.15 times that for s electrons, since the d density of states is 1.82 per eV and atom against 0.27 for s.

At $v=0.12$, for example, $y=0.481$ and $G=0.228$, so $S_d=102.8\times0.12\times0.228=2.81$ eV/nm.

| $v$ | energy (keV) | $S_s$ (eV/nm) | $S_d$ (eV/nm) | slope$/Q_s$ |
|---|---|---|---|---|
| 0.05 | 0.062 | 5.14 | 0.00 | 1.00 |
| 0.08 | 0.160 | 8.23 | 0.36 | 1.35 |
| 0.12 | 0.360 | 12.34 | 2.81 | 1.76 |
| 0.16 | 0.640 | 16.46 | 6.26 | 1.89 |
| 0.20 | 0.999 | 20.57 | 10.04 | 1.94 |

At $v=0.08$ the d electrons supply only 4% of the electronic stopping, yet the slope is already 35% higher. The crossing at 0.108 belongs to the limiting high-speed line. A line through the last two $S_d$ values of the table vanishes at $v=0.094$, because the slope is still rising there, so a fit over this range gives a somewhat lower crossing. A direct sum over momentum transfers and discrete filled levels, at speeds 0.04, 0.10, 0.20 and 0.29, agreed with the formulas for both bands, the d-band bottom included. The largest difference was $5\times10^{-5}$ of the s stopping.

**Q:** A real d band has a bottom. What happens when the window reaches it?

**A:** The supply of new d electrons ends. If the bottom lies at depth $B$, the states below it must be taken out again:

$$S_d=Q_dv\left[G\!\left(\frac{v_{th}}{v}\right)-G\!\left(\frac{v_B}{v}\right)\right],\qquad v_B=\frac{B}{q_c}.$$

Here $B=7.5$ eV and $v_B=0.216$, so the table lies below this limit. Above $v_B$ the two curvatures compete. Using $y^4/v_{th}=v_{th}^3/v^4$ for the edge and the same form for the bottom, they cancel when

$$v_{th}^3\Big(1-\frac{v_{th}^2}{v^2}\Big)=v_B^3\Big(1-\frac{v_B^2}{v^2}\Big)
\;\Rightarrow\; v^2=\frac{v_B^5-v_{th}^5}{v_B^3-v_{th}^3}.$$

This gives $v=0.218$, just above $v_B$. Beyond it the curve bends downward, and at $v=0.30$ the slope has fallen to $1.63\,Q_s$. At still higher speed the linear terms of the two $G$ functions leave $S_d\to\frac{15}{8}Q_d(v_B-v_{th})$, a constant. I would not carry the model that far, because flat densities of states and a fixed cutoff are low-speed approximations.

**Q:** How does this compare with real gold?

**A:** The bend reported for gold lies at roughly 0.2 atomic units, so the model's 0.108 is too low by about a factor of two. Placing the crossing of the limiting high-speed line at 0.2 requires $q_c=0.69$, about half of $2k_F$. With the d-band bottom included, the value needed is somewhat smaller. That would be a fitted value, not a derived one. The cutoff and the averaged coupling are the weakest assumptions, and the alternatives I tried do not close the gap:

- A screened Coulomb coupling $A\propto(q^2+4k_F/\pi)^{-2}$, with the same cutoff, favours small $q$ and moves the crossing to 0.122.
- A cutoff that grows with proton speed, $q_c=2(k_F+v)$, lowers the threshold to 0.053, which is the wrong direction. In this model it would also make the s friction grow as $q_c^5$, so the s contribution would no longer be a straight line.

Real bands are also hybridized. Any d character at the Fermi level has no threshold and would count as part of $Q_s$.

**Q:** Could something else in my data hide or imitate the bend?

**A:** Three effects can be sized for these numbers.

Nuclear stopping, from the ZBL universal formula, is 0.75 eV/nm at $v=0.05$ and 1.73 eV/nm at $v=0.20$. That is 15% and 6% of the electronic stopping in the model. It must be subtracted before slopes are compared. The same collisions also deflect the proton. These values imply a transport mean free path of only about 0.8 nm at $v=0.05$ and 6 nm at $v=0.20$. In all but the thinnest films the path is therefore longer than the film thickness, and the measured loss must be corrected for this. The straight line assumed in the model holds only over shorter distances.

The s band is not flat. With a free-electron density of states, the s stopping at $v=0.20$ is 10% below the linear value. The same density of states, used for the final states of d electrons, raises $S_d$ at that speed by 12%, which makes up about half of the loss. In this averaged model the net effect is a somewhat weaker upward bend. In a free-electron gas with momentum conservation, the size and even the sign of the s-band deviation depend on the coupling.

Temperature matters little. The final state at energy $\omega-E$ is empty with probability $1/(1+e^{-(\omega-E)/k_BT})$. Integrating this over depths $E>\Delta$ replaces $\omega-\Delta$ by $k_BT\ln(1+e^{(\omega-\Delta)/k_BT})$. At 300 K and $v=0.08$ this raises $S_d$ by 0.9%.

**Q:** Should I expect a true threshold, with no d contribution at all below it?

**A:** Not in a real metal. Localized states can take up large momenta, so the coupling should fade instead of stopping at $q_c$. I tried $A\propto e^{-q^2/b^2}$, with $b$ chosen to keep $v^*$ at $\frac{15}{8}v_{th}$. At the former threshold speed, $S_d$ is then 1.9% of $Q_dv$. The strict threshold is gone. For a band without a bottom the upward bend remains at all speeds, as the general curvature formula requires. A fading coupling also lets the bottom act earlier: with $B=7.5$ eV the curve bends upward only up to $v=0.174$, rather than 0.218, and the d slope peaks at $0.86\,Q_d$.

**Q:** If I see the bend, have I shown that d electrons cause it?

**A:** No. The model shows that a d edge is sufficient. A change with speed in the proton's charge state, or in the paths it takes through the crystal, could also alter the slope, and neither is included here.

A comparison between metals is more telling than one curve. At fixed $q_c$ and fixed shape of $A(q)$, $v^*$ is proportional to $\Delta$. For a d band without a bottom, an edge 4 eV deep, roughly as in silver, moves the crossing from 0.108 to 0.216. A real d band ends before the upper straight line is fully developed. With the bottom at 7.5 eV in both cases, the tangent at the steepest point meets the s line at about 0.098 for the 2 eV edge and 0.16 for the 4 eV edge, so the shift to expect is smaller. This shift is a prediction of the model and is not compared with measured curves here. The model misses gold by about a factor of two, and neither $q_c$ nor $A(q)$ need be the same in two metals. A bend that failed to move to higher speed with a deeper d edge would therefore count against this model with a fixed coupling, but would not by itself rule out d electrons as the cause. The remaining figures are in the numerical output below.

## Computed results

```
lattice constant = 0.408 nm
d-band top depth = 2.0 eV, width = 5.5 eV
d-band top depth = 0.07350 hartree
Fermi wave number kF = 0.6369 a.u., cutoff qc = 1.2739 a.u.
free-electron Fermi energy = 5.52 eV
Qs = 0.20 a.u. = 102.8 eV/nm per a.u. of speed
Qd = 0.20 a.u.
s density of states = 0.272 per eV per atom
d density of states = 1.818 per eV per atom
implied d/s coupling ratio = 0.149
threshold speed = 0.0577 a.u. = 83 eV
largest curvature at v = 0.0707 a.u.
half of slope change at v = 0.0897 a.u.
apparent kink = 0.1082 a.u. = 292 eV
apparent kink, edge 4 eV, same qc = 0.2164 a.u.
window reaches d bottom at v = 0.2164 a.u.
curve turns concave at v = 0.2183 a.u.
v(a.u.) E(keV) S_s S_d S_total S_nuclear (eV/nm) slope/Qs
0.05 0.062 5.14 0.00 5.14 0.75 1.000
0.08 0.160 8.23 0.36 8.59 1.08 1.355
0.12 0.360 12.34 2.81 15.15 1.39 1.761
0.16 0.640 16.46 6.26 22.71 1.59 1.892
0.20 0.999 20.57 10.04 30.61 1.73 1.943
slope/Qs at v = 0.30 a.u. = 1.628
golden-rule count: worst error / s stopping = 4.8e-05
pulse test, coupling strength = 1e-04
excitation at 2.0 v_th, exact evolution = 1.5633e-05
excitation at 2.0 v_th, first order = 1.5666e-05
excitation at 0.8 v_th, exact evolution = 4.4e-14
apparent kink, screened Coulomb = 0.1217 a.u.
apparent kink, soft cutoff = 0.1081 a.u.
soft cutoff: S_d/(Qd v) at v_th = 0.0188
threshold with qc = 2(kF+v): 0.0532 a.u.
S_d at 0.08 a.u., 300 K over 0 K = 1.0085
S_s at 0.20 a.u., free-electron over flat = 0.8955
qc for apparent kink at 0.2 a.u. = 0.689 a.u.
```
